# Dipole elements of Rydberg atoms from the harmonics of Kepler motion

## The question

An electron on an elliptical orbit about a nucleus is an oscillating dipole. Its motion is periodic but not sinusoidal, so it couples to radiation at the orbital frequency $\omega$ and at the overtones $2\omega,3\omega,\dots$. In a highly excited atom the same radiation accompanies jumps in which the principal quantum number changes by $s=1,2,3,\dots$. The strength of the $s$-th harmonic, counting the orbital frequency itself as the first, should therefore determine the dipole matrix element for a jump by $s$. How does it do so, and how accurate is the result?

The model is a non-relativistic electron of mass $m$ and charge $-q_e$, bound to a fixed nucleus of charge $Zq_e$. Put $k=Zq_e^2/4\pi\varepsilon_0$ and $a_0=4\pi\varepsilon_0\hbar^2/(mq_e^2)$. The radial functions $u_{nl}(r)$ are normalized by $\int_0^\infty u_{nl}^2\,dr=1$ and taken positive near the origin. The quantity sought is

$$R=\int_0^\infty u_{n'l'}\,r\,u_{nl}\,dr,\qquad n'=n+s,\quad l'=l+\Delta,\quad \Delta=\pm1 .$$

## Harmonics of the ellipse

Both derivations below need the Fourier coefficients of the orbit. Let the electron circulate anticlockwise and pass perihelion, on the positive $x$ axis, at $t=0$. With semi-major axis $a$, eccentricity $\varepsilon$ and eccentric anomaly $u$,

$$x=a(\cos u-\varepsilon),\quad y=a\sqrt{1-\varepsilon^2}\sin u,\quad \omega t=u-\varepsilon\sin u,\quad \omega^2=\frac{k}{ma^3}.$$

Write $x(t)=\sum_s x_s e^{-is\omega t}$, so that $x_s=\frac1T\oint x\,e^{is\omega t}dt$ with $T=2\pi/\omega$. For $s\neq0$, integrate by parts; the boundary term vanishes by periodicity:

$$x_s=\frac{i}{s\omega T}\oint e^{is\omega t}\,dx=\frac{a}{s}\,\frac1{2\pi}\int_0^{2\pi}(-i\sin u)\,e^{i(su-s\varepsilon\sin u)}du .$$

Bessel's integral is $J_s(w)=\frac1{2\pi}\int_0^{2\pi}e^{i(su-w\sin u)}du$. Differentiating it with respect to $w$ brings down the factor $-i\sin u$. Hence

$$x_s=\frac as J_s'(s\varepsilon),$$

where the prime on $J_s$ means the derivative with respect to its whole argument. In the same way,

$$y_s=\frac{ia\sqrt{1-\varepsilon^2}}{s}\,\frac1{2\pi}\int_0^{2\pi}\cos u\;e^{i(su-w\sin u)}du,\qquad w=s\varepsilon .$$

The integral of $\frac{d}{du}e^{i(su-w\sin u)}$ over a full turn is zero, so $\int(s-w\cos u)e^{i(su-w\sin u)}du=0$. The average containing $\cos u$ is thus $(s/w)J_s(w)=J_s(s\varepsilon)/\varepsilon$, and

$$y_s=\frac{ia\sqrt{1-\varepsilon^2}}{s\varepsilon}J_s(s\varepsilon).$$

For $s=0$, use $\omega\,dt=(1-\varepsilon\cos u)du$:

$$x_0=\frac{a}{2\pi}\int_0^{2\pi}(\cos u-\varepsilon)(1-\varepsilon\cos u)\,du=-\tfrac32a\varepsilon,\qquad y_0=0 .$$

Since $x$ and $y$ are real, $x_{-s}=x_s^*=x_s$ and $y_{-s}=y_s^*=-y_s$.

## First derivation: a packet that follows the orbit

Build a wave packet from states with $m_l=l$, which are concentrated near the $xy$ plane:

$$\psi(t)=\sum_{n,l}c_{nl}\,\frac{u_{nl}(r)}{r}\,N_l\sin^l\!\theta\,e^{il\varphi}\,e^{-iE_nt/\hbar}.$$

Here $N_l>0$ normalizes the angular part. The $c_{nl}$ are positive and smooth, with widths $\delta n$ and $\delta l$ that are large compared with 1 but small compared with $n$ and $l$.

**Where the packet starts.** At $t=0$ complex conjugation of $\psi$ is equivalent to the reflection $y\to-y$. It follows that $\langle y\rangle=0$ and $\langle p_x\rangle=0$: the packet crosses the $x$ axis at a right angle, which happens at an end of the long axis. Near the inner edge all the $u_{nl}$ are positive, so the terms add up there, at $\varphi=0$. In the outer tail $u_{nl}$ has the sign $(-1)^{n-l-1}$, and neighbouring $n$ cancel. The packet starts at perihelion on the positive $x$ axis, as the classical electron did.

**The quantum mean.** The operator $x+iy=r\sin\theta\,e^{i\varphi}$ raises $m_l$ by one. Among the states used it therefore connects $l$ to $l+1$. With $I_l=N_l^{-2}=2\pi\int_0^\pi\sin^{2l+1}\theta\,d\theta$, the angular part of its matrix element is

$$N_{l+1}N_lI_{l+1}=\sqrt{\frac{I_{l+1}}{I_l}}=\sqrt{\frac{2l+2}{2l+3}}\to1\qquad(l\gg1).$$

For neighbouring levels $E_{n+s}-E_n\approx s\hbar\omega$. Because $c_{nl}$ and $R$ change little over a few quantum numbers,

$$\langle x+iy\rangle=\sum_s\sum_{n,l}c_{n+s,l+1}c_{nl}\,R\,e^{i(E_{n+s}-E_n)t/\hbar}\approx\sum_sR_{s,+}\,e^{is\omega t}.$$

The last step used $\sum c_{nl}^2=1$. Here $s$ takes both signs, and $R_{s,+}$ is the radial integral for $n\to n+s$, $l\to l+1$.

**The comparison.** Ehrenfest's theorem gives $m\,d^2\langle\mathbf r\rangle/dt^2=\langle\mathbf F\rangle$. If the packet is small compared with its distance from the nucleus, $\langle\mathbf F\rangle\approx\mathbf F(\langle\mathbf r\rangle)$, and the mean position follows the ellipse. The classical coefficient of $e^{is\omega t}$ in $x+iy$ is $x_{-s}+iy_{-s}=x_s-iy_s$. Equating coefficients over one period gives $R_{s,+}=x_s-iy_s$.

A jump up by $s>0$ with $l\to l-1$ is the reverse of a jump by $-s$ with $l-1\to l$. The radial integral is the same in both directions, so $R_{s,-}=x_{-s}-iy_{-s}=x_s+iy_s$. Both cases read $R=x_s-i\Delta y_s$, or

$$R\approx\frac as\left[J_s'(s\varepsilon)+\Delta\,\frac{\sqrt{1-\varepsilon^2}}{\varepsilon}J_s(s\varepsilon)\right],\qquad a\approx\frac{n^2a_0}{Z},\quad \varepsilon^2\approx1-\frac{l^2}{n^2}.\tag{1}$$

As $\varepsilon\to0$, $J_1'$ and $J_1/\varepsilon$ both tend to $\frac12$. For $s=1$ the bracket is then 1 for $\Delta=+1$ and 0 for $\Delta=-1$. For $s\ge2$ it vanishes, because uniform circular motion has a single harmonic.

The argument does not say whether $n$ in (1) belongs to the lower state, the upper state or something between them.

## Second derivation: radial waves and their phase difference

**The waves.** The radial equation is

$$\frac{d^2u}{dr^2}+\left[\frac{2m}{\hbar^2}\Big(E+\frac kr\Big)-\frac{l(l+1)}{r^2}\right]u=0 .$$

Let $r$ be proportional to $e^{\xi}$ and put $u=e^{\xi/2}v$. Then $r^2u''=u_{\xi\xi}-u_\xi=e^{\xi/2}(v_{\xi\xi}-v/4)$, and the $\frac14$ joins $l(l+1)$ to make a square:

$$v_{\xi\xi}+\frac{r^2p^2}{\hbar^2}v=0,\qquad p^2=2m\Big(E+\frac kr\Big)-\frac{L^2}{r^2},\qquad L=(l+\tfrac12)\hbar .$$

The WKB solution that decays inside the inner turning point $r_1$ has $v\propto(rp)^{-1/2}\cos(W-\pi/4)$. Hence

$$u_{nl}\approx\frac{C}{\sqrt p}\cos\!\Big(W-\frac\pi4\Big),\qquad W=\frac1\hbar\int_{r_1}^rp\,dr' .$$

With $dr=(p/m)dt$ and $\cos^2$ replaced by $\frac12$, normalization reads $C^2T/(4m)=1$, so $C^2=4m/T=2m\omega/\pi$.

**Derivatives of the phase.** Since $p(r_1)=0$, moving the lower limit contributes nothing. Therefore

$$\frac{\partial W}{\partial E}=\frac1\hbar\int\frac mp\,dr=\frac t\hbar,\qquad \frac{\partial W}{\partial L}=-\frac1\hbar\int\frac{L}{r^2p}\,dr=-\frac1\hbar\int\frac{L}{mr^2}\,dt=-\frac{\varphi}{\hbar}.$$

These also give the levels. Between the turning points $\varphi$ grows by $\pi$, so $\int_{r_1}^{r_2}p\,dr=f(E)-\pi L$. The integral vanishes on a circular orbit, for which $L=k\sqrt{m/2|E|}$; this fixes $f=\pi k\sqrt{m/2|E|}$. The WKB condition sets the integral equal to $\pi\hbar(n_r+\frac12)$, where $n_r=n-l-1$ is the number of radial nodes. Then $k\sqrt{m/2|E|}=(n_r+\frac12+l+\frac12)\hbar=n\hbar$, which is the exact hydrogenic spectrum. It follows that $dE_n/dn=\hbar\omega_n$ with $\omega_n\propto n^{-3}$, and $\partial W/\partial n=\omega t$. From $n^2\hbar^2=mka$ and $L^2=mka(1-\varepsilon^2)$ one has $\varepsilon^2=1-L^2/(n\hbar)^2$.

**The integral.** Marking the upper state by a prime, the product of two waves contains

$$\cos\!\Big(W'-\frac\pi4\Big)\cos\!\Big(W-\frac\pi4\Big)=\tfrac12\cos(W'-W)+\tfrac12\sin(W'+W).$$

The second term oscillates rapidly and averages out away from the turning points. The layers at the turning points need separate attention, since WKB fails there. At fixed orbit shape their width relative to $a$ scales as $n^{-2/3}$. The time spent in them, and with it their share of the integral, scales as $n^{-1/3}$ and vanishes for large $n$.

The leading error is in fact smaller than that. In a layer $u$ is an Airy function, and $\mathrm{Ai}''=z\,\mathrm{Ai}$ gives $\frac{d}{dz}(z\mathrm{Ai}^2-\mathrm{Ai}'^2)=\mathrm{Ai}^2$. Hence

$$\int_{-X}^\infty\mathrm{Ai}^2dz=X\,\mathrm{Ai}^2(-X)+\mathrm{Ai}'^2(-X)\approx\frac{\sqrt X}{\pi}.$$

This equals the classical average $\int_0^Xdx/(2\pi\sqrt x)$: the forbidden tail makes up what the Airy function lacks, against the classical average, on the allowed side. At $X=20$ the two sides agree to 0.3%.

**Centring.** Expand $W'-W$ about the midpoint of the two sets of quantum numbers. Second-order terms cancel in such a difference, leaving $W'-W\approx s\omega t-\Delta\varphi$ with third-order corrections. The midpoint of $l+\frac12$ and $l'+\frac12$ is $(l+l'+1)/2=l_>$, the larger of $l$ and $l'$. For the principal quantum number, require that the Bohr frequency be the $s$-th harmonic of the chosen orbit, $E_{n'}-E_n=s\hbar\omega(n_c)$:

$$\frac12\left(\frac1{n^2}-\frac1{n'^2}\right)=\frac{s(n+n')}{2n^2n'^2}=\frac s{n_c^3}\quad\Rightarrow\quad n_c^3=\frac{2n^2n'^2}{n+n'} .$$

With $\bar n=(n+n')/2$ this is $n_c\approx\bar n\,(1-s^2/6\bar n^2)$, a midpoint to the order needed. Replacing $\sqrt{pp'}$ by $p$ of this orbit,

$$R\approx\frac{2m\sqrt{\omega_n\omega_{n'}}}{\pi}\,\frac12\int_{r_1}^{r_2}\frac{r\cos(s\omega t-\Delta\varphi)}{p}\,dr=\frac{\sqrt{\omega_n\omega_{n'}}}{\omega}\,\frac1T\oint r\,e^{-i\Delta\varphi}e^{is\omega t}dt .$$

The half period was extended to a full one because $r$ is even and $\varphi$ odd in $t$. Since $re^{-i\Delta\varphi}=x-i\Delta y$, the average is again $x_s-i\Delta y_s$, now with a definite orbit and prefactor:

$$R\approx g\,\frac{n_c^2a_0}{Zs}\left[J_s'(s\varepsilon)+\Delta\frac{\sqrt{1-\varepsilon^2}}{\varepsilon}J_s(s\varepsilon)\right],\quad \varepsilon^2=1-\frac{l_>^2}{n_c^2},\quad g=\frac{n_c^3}{(nn')^{3/2}}=\frac{\sqrt{nn'}}{\bar n}.\tag{2}$$

For $s=0$ the same rule gives $-\frac32n\sqrt{n^2-l_>^2}\,a_0/Z$. In the three cases tested this agrees with the exact integral to rounding accuracy.

## What each derivation assumes

Both arguments lead to (1) as $n\to\infty$ at fixed $s$, but they rest on different premises. The condition $s\ll n$ alone is not enough: the neglected phase terms are of order $s^2/n$ for an uncentred orbit and $s^3/n^2$ for (2), so at fixed $s/n$ the error can grow with $n$. For $l_>=0.9n$ and $\Delta=+1$ at $n=50,100,200,400$, formula (1) with the orbit of the lower state and $s=n/25$ is off by −6%, −15%, −34% and −61%, and formula (2) with $s=n/10$ is off by 0.6%, 3.1%, 8.6% and 21%.

The packet argument assumes that a localized state follows a Kepler orbit for one period. That requires $l\gg1$, a packet smaller than the perihelion distance, and little dephasing. As $\omega_n\propto n^{-3}$, the phase spread of harmonic $s$ after one period is about $6\pi s\,\delta n/n$, which must be small. The argument uses no WKB functions and shows why a matrix element is a Fourier coefficient. It averages over many states, however, and so cannot resolve corrections of relative order $1/n$.

The WKB argument treats one pair of states. It assumes rapidly oscillating radial waves and a phase difference that is nearly linear in $s$ and $\Delta$. In return it fixes $n_c$, $l_>$ and $g$. For fixed $s$ and a fixed orbit shape with $0<\varepsilon<1$, its derivation above gives the leading term; that the remaining relative error falls as $n^{-2}$ is suggested by the centring but not proved by it. The jump from one circular state to the next is outside that derivation, since its radial waves have no nodes, but there the error can be found directly.

## The error for circular states

Take $(n,n-1)\to(n+1,n)$ and let $N=n+\frac12$. In units of $a_0/Z$, $u_{n,n-1}=(2/n)^{n+1/2}r^ne^{-r/n}/\sqrt{(2n)!}$. With $\int_0^\infty r^{2n+2}e^{-\beta r}dr=(2n+2)!/\beta^{2n+3}$ and $\beta=2N/[n(n+1)]$,

$$R=\frac{(2/n)^{n+1/2}\,[2/(n+1)]^{n+3/2}}{\sqrt{(2n)!\,(2n+2)!}}\,\frac{(2n+2)!}{\beta^{2n+3}}=N^{-2N-3/2}\,n^{N+2}\,(n+1)^{N+3/2}.$$

The last step uses $\sqrt{(2n+2)!/(2n)!}=2\sqrt{N(n+1)}$; the powers of 2 cancel. Put $n=N(1-h)$ and $n+1=N(1+h)$ with $h=1/2N$:

$$\ln\frac R{N^2}=N\ln(1-h^2)+2\ln(1-h)+\tfrac32\ln(1+h)=-\frac1{2N}-\frac7{16N^2}+\dots$$

For formula (2), $n_c\approx N(1-1/6N^2)$ and $l_>=N-\frac12$, so

$$\varepsilon^2=1-\Big(1-\frac1{2N}\Big)^2\Big(1+\frac1{3N^2}\Big)+\dots=\frac1N-\frac7{12N^2}+\dots$$

The Bessel series $J_1(\varepsilon)=\frac\varepsilon2-\frac{\varepsilon^3}{16}+\frac{\varepsilon^5}{384}-\dots$ turns the bracket into $1-\frac{\varepsilon^2}2-\frac{\varepsilon^4}{64}+\dots$, whose logarithm is $-\frac{\varepsilon^2}2-\frac{9\varepsilon^4}{64}+\dots$. The factors $g$ and $n_c^2/N^2$ add $-\frac1{8N^2}$ and $-\frac1{3N^2}$. In total

$$\ln\frac{R_{(2)}}{N^2}=-\frac1{2N}+\frac1{N^2}\left(\frac7{24}-\frac9{64}-\frac18-\frac13\right)=-\frac1{2N}-\frac{59}{192N^2}+\dots$$

The $1/N$ terms agree. The relative error of (2) is $\left(\frac{84}{192}-\frac{59}{192}\right)/N^2=25/(192N^2)$, or $0.1302/N^2$. The program finds $0.1301/N^2$ at $n=200$.

This result does not carry over to other upward jumps from a circular state. Their matrix elements vanish relative to $n^2$ as $\varepsilon\to0$, so what (2) neglects can be of the same order in $n$ as what it keeps. Comparison with exact integrals at $n=40$ and $n=80$ shows different behaviour for different jumps. For $(n,n-1)\to(n+2,n)$ the size of the error falls from 0.8% to 0.4%. For $(n,n-1)\to(n+1,n-2)$ it is 5.8% and 5.9%, and for $(n,n-1)\to(n+4,n-2)$ it is 35% and 39%, so in these two cases a larger $n$ does not help. For weak transitions near circular orbits, use the exact integral.

## A worked transition

Take hydrogen, $n=30,\ l=15\to n'=32,\ l'=16$, so $s=2$ and $\Delta=+1$. Then $n_c^3=2\cdot30^2\cdot32^2/62$ gives $n_c=30.978$ and $a=n_c^2a_0=959.67\,a_0$. With $l_>=16$, $\varepsilon=0.8563$ and $s\varepsilon=1.7126$. The Bessel values are $J_2'=0.24583$ and $J_2=0.28484$, and $\sqrt{1-\varepsilon^2}/\varepsilon=0.60317$. With $g=0.99948$,

$$R\approx0.99948\times\frac{959.67}{2}\,(0.24583+0.60317\times0.28484)\,a_0=200.29\,a_0\approx10.60\ \text{nm}.$$

The exact integral is $200.28\,a_0$; the relative error is 0.006%. This is a favourable case, because along the $\Delta=+1$ series from this state the error changes sign between $s=2$ and $s=3$.

The element of $z$ needs an angular factor. For $m_l=0$, use $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ and $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$. The factor for $l\to l+1$ is

$$\frac{l+1}{2l+1}\sqrt{\frac{2l+1}{2l+3}}=\frac{l_>}{\sqrt{4l_>^2-1}},$$

and by symmetry the last form also holds for $l\to l-1$. Here it is 0.50024, so the dipole element has magnitude $q_e\times0.50024\times10.60\ \text{nm}\approx8.5\times10^{-28}$ C m. (The fixed nucleus alone limits the lengths in nanometres to about 0.05% for real hydrogen.)

## Accuracy and failure

The program compares (2) with exact integrals; all errors here are relative to the exact value.

**Choice of orbit.** For $s=2$, $\Delta=+1$ and $l_>=\bar n/2$, the errors at $\bar n=20,40,80$ are:

| Orbit | 20 | 40 | 80 |
|---|---|---|---|
| lower state, $g=1$ | −9.4% | −4.8% | −2.5% |
| formula (2) | 0.017% | 0.004% | 0.001% |

The first row halves at each step and the second falls by about four. The first row can be traced. The lower state has $(l+\frac12)/n=\frac12$, the same ratio as $l_>/\bar n$, so its eccentricity is right to this order. Its size is too small by the factor $(\bar n-1)^2/\bar n^2$, which is an error of about $-2/\bar n$.

**Direction of the change in $l$.** From $n=30$, $l=15$ with $s=1$ to 5, the $\Delta=+1$ elements exceed the $\Delta=-1$ elements by factors of about 4 to 7. The errors stay below 0.07% for $\Delta=+1$ and reach 0.32% for $\Delta=-1$, where the two terms of the bracket are subtracted.

**Large jumps.** The condition $s\ll n$ fails for $10s\to50p$, with $s=40$. Setting $g=1$ then gives an error of 37%, while the full formula is off by 1.8%. Here $g=\sqrt{500}/30=0.745$, so the two WKB normalizations account for most of the difference from the exact value. This is a numerical finding for one series, since the expansion behind (2) does not cover such jumps.

**Low states.** For $1s\to2p$ the formula gives $1.364\,a_0$ against the exact $1.290\,a_0$, an error of 5.7%. For $2s\to3p$, $2p\to3d$ and $2p\to3s$ the errors are 1.8%, 2.0% and 3.9%. Neither derivation justifies its use at such small $n$; these figures are examples of its error there, not a bound.

## Computed values

```
Hydrogen, fixed nucleus: n=30, l=15 -> n'=32, l'=16
Bohr radius a0 = 5.291772e-11 m
n_c = 30.97849, a = 959.667 a0, eccentricity = 0.856295
s*ecc = 1.712590
J_s = 0.284837, J_s' = 0.245826
sqrt(1-ecc^2)/ecc = 0.603165
x_s/a:     Newton 0.122913, Bessel 0.122913
y_s/(i a): Newton 0.085902, Bessel 0.085902
g = 0.999480
R semiclassical = 200.2882 a0 = 10.59880 nm
R exact         = 200.2771 a0 = 10.59821 nm
relative error = 0.0055 %
Kepler frequency = 221.3218 GHz
transition frequency = 442.6437 GHz
angular factor, m=0: 0.500244
e|z|, m=0: semiclassical 8.49472e-28 C m
e|z|, m=0: exact         8.49425e-28 C m
Airy layer / classical average (depth 20): 0.99723
circular states, N^2*error at n=200: 0.13008 (25/192 = 0.13021)
From n=30, l=15: s, dl, R exact (a0), R semicl. (a0), error (%)
1 +1   567.1959   567.2632   0.0119
1 -1   131.8195   131.8631   0.0331
2 +1   200.2771   200.2882   0.0055
2 -1    39.0366    39.0697   0.0849
3 +1   106.8904   106.8770  -0.0126
3 -1    18.4740    18.5018   0.1508
4 +1    67.9749    67.9492  -0.0377
4 -1    10.7400    10.7645   0.2283
5 +1    47.6889    47.6571  -0.0667
5 -1     7.0226     7.0447   0.3154
Low states: R exact (a0), R semicl. (a0), error (%)
1s-2p   1.2903   1.3640    5.71
2s-3p   3.0648   3.1192    1.77
2p-3s   0.9384   0.9746    3.86
2p-3d   4.7480   4.8434    2.01
s=2, dl=+1, l'=mean n/2: mean n, error (%) lower, centred, full
 10  -17.6606    0.5730    0.0689
 20   -9.3806    0.1425    0.0173
 40   -4.8405    0.0356    0.0043
 80   -2.4595    0.0089    0.0011
10s -> n'p: s, R exact (a0), error (%) centred, full
  1  40.43520    0.212    0.098
  5   4.38280    2.554    0.482
 10   1.78749    6.955    0.838
 20   0.74664   16.963    1.293
 40   0.30771   36.530    1.763
```
